Hertz-Knudsen flux and the conditions for unit sticking from transition-state theory

Q: A precursor molecule arrives at a surface without climbing an energy barrier. Where is the transition state? I see no saddle point to put it on.

A: Transition-state theory does not need a saddle point. It needs a dividing surface that every adsorbing molecule must cross. I take a plane parallel to a flat, bare surface and outside the range of the surface forces. The coordinate z is normal to it, and molecules move inward through it. At this plane the molecule translates freely in the two lateral directions, rotates freely and vibrates as it does in the gas.

The gas is ideal, with molecular mass m, pressure p, temperature T and number density n = p/kT, where k is Boltzmann's constant. Translation is treated classically. Whether a molecule that crosses the plane stays on the surface is a separate question.

Q: Then start with the crossing rate. I would read the factor kT/h as the frequency of a vibration along the reaction coordinate, but nothing vibrates here.

A: No vibration is needed. Let q_gas be the partition function of one molecule in a volume V, and q‡ that of a molecule at the plane with its normal motion left out. Both are measured from the potential minimum of the free molecule. For a dilute gas the mean population of a state of energy E is λ exp(−E/kT), with one common factor λ. Summing over all gas states gives

nV = λ q_gas, so λ = n/(q_gas/V).

The normal motion has dz dp_z/h states in the phase-space element dz dp_z. The number of molecules in that element, summed over all other motions, is therefore

dN = λ q‡ exp(−p_z²/2mkT) dz dp_z/h.

I count p_z as positive when it points inward. In a time dt, molecules with momentum p_z cross if they start within dz = (p_z/m) dt of the plane. Dividing by dt and integrating over inward momenta gives

rate = λ q‡ (1/h) ∫₀^∞ (p_z/m) exp(−p_z²/2mkT) dp_z.

With ε = p_z²/2m we have dε = (p_z/m) dp_z, so the integral is

∫₀^∞ exp(−ε/kT) dε = kT.

The factor kT/h is thus a one-way flux through phase space. Dividing by the area A of the plane,

J_TST = (kT/h) n (q‡/A)/(q_gas/V).

Q: You used an equilibrium population, yet in a deposition reactor molecules are being removed at the surface.

A: Only the inward half of the population enters. At a plane outside the surface forces, those molecules come from the gas, so they keep the gas distribution even if few molecules return. This requires the arriving molecules to have the inward half of the Maxwell distribution, with the n and T of the gas that supplies them. The outgoing half may be missing. If strong uptake depletes the supplying gas, or gives it a drift that is not small compared with the thermal speed, the distribution of the arriving molecules has to be found first. A drift toward the surface of one tenth of the mean thermal speed already raises the flux by about 20%. If gas and surface have different temperatures, T here is the gas temperature.

Q: Now evaluate the partition functions. I want to see what cancels and what is left.

A: Take one translational direction in a periodic box of length L. Its allowed momenta are hj/L with integer j, and its partition function is

q_1 = Σ_j exp[−h²j²/(2mL²kT)].

When many levels are populated, the sum becomes an integral over j. Using ∫ exp(−bj²) dj = √(π/b) over the whole line, with b = h²/(2mL²kT),

q_1 = L √(2πmkT)/h = L/Λ,

Λ = h/√(2πmkT).

The gas has three such directions and the plane has two. Let q_int be the internal partition function, the product of rotation and vibration. Then

q_gas/V = q_int/Λ³,

q‡/A = q_int/Λ².

The internal factors are equal because the molecule at the plane is still free. Their ratio is 1, which leaves

(q‡/A)/(q_gas/V) = Λ.

Substitution gives

J_TST = n (kT/h) Λ
= (p/kT)(kT/h) h/√(2πmkT)
= p/√(2πmkT).

This is the Hertz-Knudsen flux.

Q: Planck's constant has disappeared. Is that an accident of the notation?

A: It reflects the counting. One factor 1/h came from the number of states in the normal motion. The ratio of a two-dimensional to a three-dimensional translational partition function supplied one factor h. A classical flux cannot depend on the size chosen for a phase-space cell, and it does not. As a test, the flux was computed from explicit level sums and then again with h doubled. Both values agree with the formula.

Q: Kinetic theory obtains the same flux without partition functions. Show me that the factors agree.

A: The Maxwell distribution of the normal velocity v is

f(v) = √(m/2πkT) exp(−mv²/2kT).

The inward flux is density times velocity, integrated over inward velocities:

J = n ∫₀^∞ v f(v) dv.

Since ∫₀^∞ v exp(−mv²/2kT) dv = kT/m,

J = n √(m/2πkT) (kT/m) = n √(kT/2πm).

Inserting n = p/kT gives p/√(2πmkT) again. The mean speed is v̄ = √(8kT/πm), and v̄/4 = √(kT/2πm), so the flux can also be written n v̄/4.

Define S_TST as the transition-state flux divided by the Hertz-Knudsen flux. For the free plane,

S_TST = 1.

Q: So the theory predicts that every molecule sticks?

A: No. It predicts that every molecule hitting the surface has crossed the plane, which is hardly surprising. A molecule may cross, strike the surface, keep too much energy to be trapped, and leave. The sticking probability is

S = κ S_TST,

where κ is the transmission coefficient, the fraction of the counted inward crossings that lead to newly adsorbed molecules. For the free plane S = κ. Unit sticking follows if κ = 1, which means that each arriving molecule loses enough energy to stay. Transition-state theory assumes this when it assumes no recrossing. The partition functions contain no information about energy loss to the solid, so they cannot justify it.

Q: Put numbers in. I would like to see whether these large factors really combine to something sensible.

A: Take round parameters for a model precursor: m = 72 u, T = 500 K, p = 1 Pa and an area A_s = 0.2 nm² per site. The density is 1.449×10²⁰ m⁻³, kT/h is 1.042×10¹³ s⁻¹ and Λ is 9.201 pm. Then

J_TST = (1.042×10¹³ s⁻¹)(1.449×10²⁰ m⁻³)(9.201×10⁻¹² m)
= 1.389×10²² m⁻² s⁻¹.

The kinetic route uses v̄ = 383.5 m/s:

n v̄/4 = (1.449×10²⁰ m⁻³)(383.5 m/s)/4
= 1.389×10²² m⁻² s⁻¹.

In surface units the flux is about 13 890 nm⁻² s⁻¹. With κ = 1, the initial rate per empty site is

r = J A_s = (13 890 nm⁻² s⁻¹)(0.2 nm²) = 2.78×10³ s⁻¹,

and the mean waiting time is 1/r = 0.36 ms. The frequency kT/h is more than nine orders of magnitude larger than this rate. It is multiplied by nΛA_s, the small equilibrium weight of a gas molecule at the plane above one site.

Q: A deposition pulse fills the surface. Does that rate hold throughout the pulse?

A: It is the initial rate. To continue, one needs a blocking rule. In the simplest one, each site takes one molecule, and a molecule that arrives above an occupied site returns to the gas. With θ the occupied fraction,

dθ/dt = r(1 − θ), θ(0) = 0.

Separating variables gives −ln(1 − θ) = rt, hence

θ = 1 − exp(−rt).

Reaching θ = 0.99 takes t = ln(100)/r = 4.61 × 0.36 ms, or about 1.7 ms. This holds for a constant incoming flux, capture of every molecule that arrives above an empty site, and no desorption. Constant flux is a strong condition here. One layer holds about 5×10¹⁸ molecules per m², as many as a gas column 3.4 cm high at this density, and complete uptake on the empty surface is a net flow of n v̄/4. Unless the mean free path is long compared with the distance to the source, the gas near the surface drifts or is depleted. When the precursor must diffuse through a carrier gas, filling can take far longer than 1.7 ms. Transport into a deep trench, or a mobile precursor state above occupied sites, changes the law.

Q: If there is no barrier, should the rate be independent of temperature?

A: Not quite. At fixed pressure J is proportional to T^(−1/2), because the density falls as 1/T while the mean speed rises as T^(1/2). With β = 1/kT, J is proportional to β^(1/2), and the apparent activation energy is

E_app = −d ln J/dβ = −1/(2β) = −kT/2.

At 500 K, kT = 0.0431 eV, so E_app = −0.022 eV. This small negative value comes from the flux alone and is no evidence for a bound precursor. A temperature-dependent κ would add its own contribution.

Q: What changes if there is a real barrier?

A: Suppose first that the barrier E0 depends on z alone, so that lateral motion and rotation remain free at its top. All energies at that plane are raised by E0, which multiplies the flux by exp(−E0/kT). Kinetic theory gives the same factor. A molecule passes if mv²/2 > E0, and the fraction of the incoming flux that does so is

∫_{v0}^∞ v exp(−mv²/2kT) dv / ∫₀^∞ v exp(−mv²/2kT) dv = exp(−mv0²/2kT),

with mv0²/2 = E0. For E0 = 0.1 eV at 500 K this is 0.098. Integration over the Maxwell distribution confirms it.

If the other motions are also altered, but remain separable, the general factor is

S_TST = (q_lat Λ²/A_s)(q_rot‡/q_rot)(q_vib‡/q_vib) exp(−E0/kT).

Here q_lat is the lateral partition function at the plane for one site. For free lateral motion q_lat = A_s/Λ², and the first bracket is 1.

Q: Then the word "barrierless" gives E0 = 0, and S_TST = 1 follows.

A: It does not follow, because the other factors can still be small. Consider a linear molecule that must point one end toward the surface. At the dividing plane let

U(θ) = V0(1 − cos θ)/2,

where θ is now the angle from the best orientation. At θ = 0 the energy equals that of the free molecule, so the best-oriented molecule meets no barrier. The opposite orientation costs V0.

For a classical rotor, the integrals over angular momenta are the same with and without U. What remains is the average Boltzmann factor over all orientations. With x = cos θ and a = V0/kT,

q_rot‡/q_rot = (1/2) ∫_{−1}^{1} exp[−a(1 − x)/2] dx.

Set y = (1 − x)/2. Then dx = −2 dy, and the limits x = −1 and x = 1 become y = 1 and y = 0. Reversing the limits removes the minus sign:

S_TST = ∫₀¹ exp(−ay) dy = (1 − e^(−a))/a.

For small a this is 1 − a/2, and it returns to 1 for free rotation. For large a it approaches 1/a. That decrease is algebraic, because it measures a narrowing range of orientations and not an energy that all molecules must pay.

Q: Is the classical rotor good enough at 500 K?

A: For this example it is. With V0 = 0.2 eV, a = 4.64 and the formula gives 0.2134. Diagonalizing the quantum rotor with a rotational constant of 1 cm⁻¹ gives partition functions of 347.9 in the gas and 74.17 at the plane. Their ratio is

74.17/347.9 = 0.2132.

The two results differ by about 0.07% of the classical value. The rate per empty site falls to at most

0.213 × 2.78×10³ s⁻¹ ≈ 590 s⁻¹,

although the best-oriented molecule still meets no potential-energy barrier.

Q: Suppose I assume an immobile transition state, fixed above a site. How much does that assumption cost?

A: It can cost far more. Let the molecule at the plane sit in a two-dimensional harmonic well of frequency ν, one well per site, with its potential minimum level with that of the gas. Each direction has levels hν(j + 1/2). Summing the geometric series with X = hν/kT,

Σ_j exp[−X(j + 1/2)] = e^(−X/2)/(1 − e^(−X)) = 1/[2 sinh(X/2)].

Two directions give the square, so with free rotation and unchanged vibration

S_TST = (Λ²/A_s)/[2 sinh(X/2)]².

For a well of 100 cm⁻¹, X = 0.288 and q_lat = 11.99. Free lateral motion over the same site has a partition function of 2362. Therefore

S_TST = 11.99/2362 = 0.0051.

The upper limit on the rate per site becomes 0.0051 × 2.78×10³ s⁻¹ ≈ 14 s⁻¹.

Q: What does such a small number mean physically? The molecule still meets no barrier at the centre of the well.

A: It means that the open area is small. When X is small, 2 sinh(X/2) ≈ X, and

S_TST ≈ (Λ²/A_s)(kT/hν)²
= [h²/(2πmkT)] (kT)²/(h²ν²A_s)
= kT/(2πmν²A_s).

Planck's constant cancels again. The quantity kT/(2πmν²) is an effective area within which the lateral energy is thermally accessible, and S_TST is its share of the site. Direct classical integration over the site gives 0.00511, while the quantum formula gives 0.00508.

The difference can be traced. Since 2 sinh(X/2) ≈ X(1 + X²/24), the inverse square carries a factor 1 − X²/12. With X = 0.288 this lowers the classical value by 0.7%, as found.

The choice of an immobile transition state is therefore a physical claim: molecules arriving off centre are repelled at the plane. If the actual potential there is flat, the small value is an artefact of the chosen model.

Q: You placed the plane far away, where the answer is 1. I could place it closer, inside the attractive well. Would I get another sticking probability?

A: You would get another S_TST, but not another capture rate. Suppose the potential depends on z alone, falls steadily toward the surface, and has dropped by w at your plane. All states there are lowered by w, so

S_TST = exp(w/kT) > 1.

For w = 0.1 eV at 500 K, w/kT = 2.32 and S_TST = 10.2.

Q: More molecules are captured than arrive? That cannot be right.

A: It is not a capture rate. The equilibrium count at the inner plane includes bound molecules that move out, turn round and cross inward again. To separate them, look at the normal energy of an inward crossing relative to the gas,

E_z = mv²/2 − w.

If E_z > 0, following the motion backward in time leads out to the gas. If E_z < 0, the backward path meets a turning point outside the plane and comes back, so the molecule was already bound. The inward flux is weighted by v exp(−mv²/2kT), and the fraction with mv²/2 > w is, by the same integral as for the barrier,

κ = exp(−w/kT).

This κ assumes that each molecule arriving from the gas is trapped farther in. Then

S = κ S_TST = exp(−w/kT) exp(w/kT) = 1.

Trajectories run backward in an exponential attractive potential give κ = 0.0985, against 0.0982 from the formula. Their corrected capture factor is 1.003. The excess comes from one barely bound molecule that had not yet returned when the calculation stopped. Counting it as bound gives 0.998. The remaining difference is below the resolution of the count, because one of the 2000 starting energies changes the product by 0.005.

Q: Which plane should I use when I cannot run trajectories?

A: The one with the smallest flux. In classical mechanics each captured molecule crosses every dividing plane inward at least once, and the equilibrium count includes that crossing. Each plane therefore gives an upper bound on capture. For pure attraction S_TST = exp[w(z)/kT], which decreases toward 1 as the plane moves outward. The lowest bound is approached far from the surface, which is why the free transition state is the right one in that case.

Q: And if attraction and orientation act together?

A: Then the tightest plane need not be far out. Let both effects grow with the same profile s(z), from s = 0 in the gas to s = 1 close to the surface. The best-oriented molecule has energy −ws, and misorientation costs up to V0 s. For a classical rotor,

S_TST(s) = exp(ws/kT) [1 − exp(−V0 s/kT)]/(V0 s/kT).

For small s, expand both factors to first order:

S_TST(s) ≈ (1 + ws/kT)(1 − V0 s/2kT)
≈ 1 + (w − V0/2)s/kT.

If V0 > 2w, the flux bound drops below 1 as soon as the forces begin to act. The best-oriented molecule is attracted all the way, yet not all arriving molecules can be captured. The bottleneck is one of free energy: the average over orientations loses more than the attraction gains. If V0 < 2w, this first-order argument gives no bottleneck at the outer edge.

Q: Then what may I conclude from a measured sticking probability of 0.01?

A: Not a barrier by itself. Occupied sites alone can produce it: under the blocking rule above, with every molecule that arrives above an empty site captured, κ and the sticking probability both equal 1 − θ, which is 0.01 at θ = 0.99. On an empty surface, in this description, it may come from a barrier, a restricted orientation, a restricted position, or failure to lose energy after impact. In the examples above, a barrier of 0.1 eV gives 0.098, while localization without any potential-energy barrier gives 0.0051. A single sticking probability cannot distinguish these causes.

Temperature dependence helps, but needs care. The barrier factor varies as exp(−E0/kT), whereas the classical localized factor is proportional to T and the strongly hindered rotor factor, 1/a = kT/V0, is too. In these limits the last two cannot be separated by temperature alone, and κ may vary as well.

Q: Has transition-state theory added anything to kinetic theory in the free case?

A: It has added no evidence about sticking. Both calculations count the same Maxwell-Boltzmann crossings, so their agreement checks the prefactor and the treatment of the normal motion. The gain is that the same expression still gives an upper bound on capture when the motion at the plane is restricted, where n v̄/4 alone counts only arrivals from the gas. The numerical output below lists the values for the free plane, the barrier, the hindered rotor, the localized position and the plane inside the attractive well.

Calculated quantities

```
mass: 72 u
temperature: 500 K
pressure: 1 Pa
site area: 0.2 nm^2
thermal energy kT: 0.043087 eV
number density: 1.4486e+20 m^-3
thermal wavelength: 9.2013 pm
crossing frequency kT/h: 1.0418e+13 s^-1
2D partition function per area: 1.1811e+22 m^-2
2D partition function per site: 2362.3
3D partition function per volume: 1.2837e+33 m^-3
mean speed: 383.45 m/s
flux, TST level sums: 1.3886e+22 m^-2 s^-1
flux, TST with h doubled: 1.3886e+22 m^-2 s^-1
flux, Maxwell quadrature: 1.3886e+22 m^-2 s^-1
flux, Hertz-Knudsen formula: 1.3886e+22 m^-2 s^-1
sticking factor, free transition state: 1.00000000
flux in surface units: 13886 nm^-2 s^-1
rate per empty site: 2777.3 s^-1
mean waiting time per empty site: 0.36006 ms
barrier: 0.1 eV
sticking factor with barrier, formula: 0.098185
sticking factor with barrier, quadrature: 0.098185
rotational constant: 1 cm^-1
orientational hindrance V0: 0.2 eV
V0/kT: 4.6418
rotational partition function, gas: 347.85
rotational partition function, hindered: 74.168
sticking factor hindered, diagonalization: 0.21322
sticking factor hindered, classical formula: 0.21336
lateral well wavenumber: 100 cm^-1
h nu/kT of lateral well: 0.28776
lateral partition function, localized: 11.994
sticking factor localized, quantum formula: 0.0050772
sticking factor localized, classical integral: 0.0051123
energy lowering w at inner plane: 0.1 eV
w/kT: 2.3209
TST flux at inner plane over Hertz-Knudsen: 10.185
transmission coefficient, trajectories: 0.0985
transmission coefficient, exp(-w/kT): 0.098185
corrected capture factor at inner plane: 1.0032
```
